# How Fluctuating Exchange Axes Reduce Tunneling Polarization and Magnetoresistance, part 1

(Sections cited here and not found follow in the second part.)

## 1. The average over the exchange axes

Take a magnetic tunnel junction whose two interfaces have lost 10% and 16% of their magnetization on warming from absolute zero to 300 K. In the model treated here its tunneling magnetoresistance falls from 221% to 132%, a relative loss of 40%, although the spin polarization measured along each local exchange axis has not changed at all. Two questions follow: why does the magnetization enter, and why is the loss so much larger than that of either interface?

The tunneling magnetoresistance is

$$\mathrm{TMR}=\frac{G_P-G_{AP}}{G_{AP}},$$

where $G_P$ and $G_{AP}$ are the conductances at small bias with the two magnetizations parallel and antiparallel.

### Setting and assumptions

Electrode $i$ ($i=1,2$) has at its interface a local exchange axis, a unit vector $\mathbf n_i$. An electron there has density of states $N_{i+}$ for spin along $\mathbf n_i$ and $N_{i-}$ for spin against it. Define

$$N_i=N_{i+}+N_{i-},\qquad P_i=\frac{N_{i+}-N_{i-}}{N_{i+}+N_{i-}} .$$

Thus $P_i$ is the polarization in the local frame, and it may have either sign. The axis fluctuates thermally about a mean direction $\mathbf e_i$, and $\theta_i$ is the angle between $\mathbf n_i$ and $\mathbf e_i$. Angular brackets denote the thermal average, and $\Theta$ is the angle between $\mathbf e_1$ and $\mathbf e_2$.

The assumptions are these.

- **A1, tunneling.** The barrier conserves spin. Its matrix element $t$ is weak and the same for both spins, and the densities of states are constant over the energies that carry current.
- **A2, static axes.** The axes stand still while an electron tunnels, and the electron exchanges negligible energy with them.
- **A3, rigid rotation.** When $\mathbf n_i$ turns, the local density of states turns with it, with $N_{i+}$ and $N_{i-}$ unchanged.
- **A4, independence.** The joint probability of the two axes is a product, $p_1(\mathbf n_1)p_2(\mathbf n_2)$.
- **A5, axial symmetry.** Each $p_i$ is symmetric under rotation about $\mathbf e_i$.
- **A6, fixed moment.** The interface moment points along $\mathbf n_i$, or always against it. It has constant length and is fully aligned at zero temperature.

**Theorem.** Under A1 to A5 the mean conductance at small bias is

$$\langle G\rangle=G_0\left(1+P_1P_2\,m_1m_2\cos\Theta\right),\qquad m_i=\langle\cos\theta_i\rangle. \tag{1}$$

Fluctuation therefore replaces each $P_i$ by the effective polarization $P_im_i$. Under A6 also, $m_i=M_i(T)/M_i(0)$, where $M_i$ is the magnetization of interface $i$.

The constant $G_0$ is the conductance that would remain if the spin-dependent term vanished. The proof has four lemmas.

### Lemma 1: the spin density matrix

*The density of states of electrode $i$, as a matrix in spin space, is*

$$\rho_i=\frac{N_i}{2}\left(1+P_i\,\mathbf n_i\cdot\boldsymbol\sigma\right), \tag{2}$$

*where $\boldsymbol\sigma$ is the vector of Pauli matrices.*

*Proof.* The matrix $\mathbf n_i\cdot\boldsymbol\sigma$ has eigenvalues $+1$ and $-1$, belonging to spin along and against $\mathbf n_i$. The projectors on the two states are therefore $\tfrac12(1\pm\mathbf n_i\cdot\boldsymbol\sigma)$: each gives one on its own state and zero on the other. Weighting them with the two densities of states gives

$$\rho_i=\frac{N_{i+}}2(1+\mathbf n_i\cdot\boldsymbol\sigma)+\frac{N_{i-}}2(1-\mathbf n_i\cdot\boldsymbol\sigma)
=\frac{N_{i+}+N_{i-}}2+\frac{N_{i+}-N_{i-}}2\,\mathbf n_i\cdot\boldsymbol\sigma .$$

The first term is $N_i/2$ and the coefficient in the second is $N_iP_i/2$. $\square$

### Lemma 2: conductance for fixed axes

*For given axes,*

$$G(\mathbf n_1,\mathbf n_2)=G_0\left(1+P_1P_2\,\mathbf n_1\cdot\mathbf n_2\right),\qquad G_0=\frac{\pi e^2}{\hbar}|t|^2N_1N_2. \tag{3}$$

*Proof.* Let $a$ label the two spin states of electrode 1 and $b$ those of electrode 2, each quantized along its own axis. Because the barrier does not act on spin, the matrix element from $a$ to $b$ is $t\langle b|a\rangle$. The golden rule gives the rate $(2\pi/\hbar)|t|^2|\langle b|a\rangle|^2$ times the density of final states. Forward processes need a filled state in electrode 1 and an empty one in electrode 2, and backward processes need the reverse. With Fermi functions $f_1,f_2$, the difference of the occupation factors is

$$f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 .$$

A voltage $V$ shifts one Fermi function by $eV$ with respect to the other. The integral of their difference over energy is then $eV$, since shifting a step that falls from one to zero adds an area equal to the shift. Multiplying by the charge $e$ and dividing the current by $V$ gives

$$G=\frac{2\pi e^2}{\hbar}|t|^2\sum_{a,b}N_{1a}N_{2b}\,|\langle b|a\rangle|^2 .$$

The sum is a trace, because $\rho_1=\sum_aN_{1a}|a\rangle\langle a|$ and $\rho_2=\sum_bN_{2b}|b\rangle\langle b|$:

$$\mathrm{Tr}(\rho_1\rho_2)=\sum_{a,b}N_{1a}N_{2b}\langle a|b\rangle\langle b|a\rangle .$$

Insert (2) and multiply out:

$$\mathrm{Tr}(\rho_1\rho_2)=\frac{N_1N_2}{4}\,\mathrm{Tr}\left[1+P_1\mathbf n_1\cdot\boldsymbol\sigma+P_2\mathbf n_2\cdot\boldsymbol\sigma+P_1P_2(\mathbf n_1\cdot\boldsymbol\sigma)(\mathbf n_2\cdot\boldsymbol\sigma)\right].$$

The unit matrix has trace 2 and every Pauli matrix has trace zero, so the two middle terms vanish. For the last term use

$$(\mathbf n_1\cdot\boldsymbol\sigma)(\mathbf n_2\cdot\boldsymbol\sigma)=\mathbf n_1\cdot\mathbf n_2+i\boldsymbol\sigma\cdot(\mathbf n_1\times\mathbf n_2),$$

whose trace is $2\,\mathbf n_1\cdot\mathbf n_2$. Hence

$$\mathrm{Tr}(\rho_1\rho_2)=\frac{N_1N_2}{2}\left(1+P_1P_2\,\mathbf n_1\cdot\mathbf n_2\right).$$

The prefactor $2\pi e^2|t|^2/\hbar$ times $N_1N_2/2$ is the stated $G_0$. $\square$

The cosine has a simple origin. If the axes enclose an angle $\theta$, a spin along one axis is found along the other with probability $\cos^2(\theta/2)$ and against it with probability $\sin^2(\theta/2)$. The spin-dependent part of the conductance contains the difference of these probabilities, which is $\cos\theta$.

### Lemma 3: independence factorizes the scalar product

*Under A4, $\langle\mathbf n_1\cdot\mathbf n_2\rangle=\langle\mathbf n_1\rangle\cdot\langle\mathbf n_2\rangle$.*

*Proof.* Write the scalar product in Cartesian components $\alpha$. For each component the double integral over the two axes separates:

$$\int\!\!\int p_1(\mathbf n_1)p_2(\mathbf n_2)\,n_{1\alpha}n_{2\alpha}\,d\Omega_1d\Omega_2
=\left(\int p_1n_{1\alpha}\,d\Omega_1\right)\left(\int p_2n_{2\alpha}\,d\Omega_2\right).$$

Summing over $\alpha$ gives the statement. $\square$

### Lemma 4: the mean axis and the magnetization

*Under A5, $\langle\mathbf n_i\rangle=m_i\mathbf e_i$. Under A6 also, $m_i=M_i(T)/M_i(0)$.*

*Proof.* In polar coordinates about $\mathbf e_i$ the transverse components of $\mathbf n_i$ are $\sin\theta_i\cos\varphi_i$ and $\sin\theta_i\sin\varphi_i$. By A5 the probability does not depend on $\varphi_i$, and the integrals of $\cos\varphi_i$ and $\sin\varphi_i$ over a full turn vanish. The component along $\mathbf e_i$ remains, and its mean is $\langle\cos\theta_i\rangle=m_i$.

Let the interface carry $c_i$ moments per volume, each of length $\mu_i$. The magnetization along the mean moment direction is $M_i(T)=c_i\mu_i\langle\cos\theta_i\rangle=c_i\mu_im_i$. At zero temperature $m_i=1$, so $M_i(0)=c_i\mu_i$. The ratio is $m_i$. $\square$

**Proof of the theorem.** Average (3). The constant $G_0$ and the polarizations do not fluctuate, so

$$\langle G\rangle=G_0\left(1+P_1P_2\langle\mathbf n_1\cdot\mathbf n_2\rangle\right).$$

Lemma 3 turns the mean of the product into a product of means. Lemma 4 gives $\langle\mathbf n_1\rangle\cdot\langle\mathbf n_2\rangle=m_1m_2\,\mathbf e_1\cdot\mathbf e_2=m_1m_2\cos\Theta$, which is (1). $\blacksquare$

### Remarks on the theorem

**The shape of the fluctuations.** No small-angle expansion was made, and the form of $p_i$ never entered. The reason is that (3) is linear in each axis separately, so that the first moment of each suffices. A numerical test diagonalized $\mathbf n_i\cdot\boldsymbol\sigma$ for axes spread over both spheres, summed the squared spinor overlaps and averaged the result. With $P_1=0.75$, $P_2=0.70$ and thermal distributions proportional to $e^{b_i\cos\theta_i}$, the $b_i$ chosen to give $m_1=0.8961$ and $m_2=0.8441$, the averages of $G/G_0$ at $\Theta=0$, $60^\circ$ and $180^\circ$ were 1.3971, 1.1986 and 0.6029. They agree with (1) to all six printed decimals.

In a second test electrode 2 received a distribution proportional to $(1+\cos\theta)^6$. With $u=1+\cos\theta$, its mean cosine is

$$\frac{\int_0^2u^7\,du}{\int_0^2u^6\,du}-1=\frac{2^8/8}{2^7/7}-1=\frac74-1=0.75 .$$

The average at $\Theta=0$ was 1.3528, again equal to $1+0.525\times0.8961\times0.75$.

**Saturation at zero temperature.** Suppose that some disorder of the axes survives at $T=0$, so that $m_i(0)<1$. A low-temperature measurement then yields $P_im_i(0)$ and not $P_i$. With a fixed moment length, $M_i(T)/M_i(0)=m_i(T)/m_i(0)$, and therefore

$$P_im_i(T)=\left[P_im_i(0)\right]\frac{M_i(T)}{M_i(0)} .$$

The law of proportionality survives if the measured low-temperature value is taken as the starting polarization.

**Limits.** If either interface loses its mean magnetization, $m_i=0$, then $\langle G\rangle=G_0$ for every $\Theta$ and the magnetoresistance vanishes. The local polarization $P_i$ is still there, but its direction averages to zero. In the opposite limit $P_1=P_2=1$, two ideal half metals with antiparallel mean axes would pass no current at $T=0$. At finite temperature they pass $\langle G\rangle=G_0(1-m_1m_2)$, because tilted axes let the spins overlap.

**Conductance, not resistance.** Patches of the junction that carry current side by side have conductances that add, and at fixed voltage the time-averaged current also measures $\langle G\rangle$. Averaging resistance would give something else. Put $G=\langle G\rangle+g$ with $\langle g\rangle=0$ and expand for small $g$:

$$\left\langle\frac1G\right\rangle=\frac1{\langle G\rangle}\left\langle1-\frac g{\langle G\rangle}+\frac{g^2}{\langle G\rangle^2}-\dots\right\rangle\simeq\frac1{\langle G\rangle}\left(1+\frac{\langle g^2\rangle}{\langle G\rangle^2}\right).$$

The second moment now enters, and the theorem does not apply to this average.

**Correlated axes.** Without A4 the exact mean of (3) contains one more term:

$$\langle\mathbf n_1\cdot\mathbf n_2\rangle=\langle\mathbf n_1\rangle\cdot\langle\mathbf n_2\rangle+C,\qquad C=\langle(\mathbf n_1-\langle\mathbf n_1\rangle)\cdot(\mathbf n_2-\langle\mathbf n_2\rangle)\rangle .$$

This follows by multiplying out $C$: the two cross terms and the product of means combine to $-\langle\mathbf n_1\rangle\cdot\langle\mathbf n_2\rangle$. Electrodes coupled through the barrier acquire such a covariance. Let the coupling multiply the thermal probability by $e^{k\,\mathbf n_1\cdot\mathbf n_2}$, where $k$ is the coupling energy divided by $k_BT$. For the two thermal distributions above, about parallel mean axes, $k=5$ gives $C=0.063$, so factorization does fail.

For a weak real coupling, take 10 µJ/m² acting on a patch of side 3 nm that turns as a unit. The energy is $10^{-5}\times(3\times10^{-9})^2=9\times10^{-23}$ J, or $k=0.022$ at 300 K. The covariance is then $C=5\times10^{-4}$, and at given $m_i$ it changes $G/G_0$ by $0.525\,C\approx3\times10^{-4}$. The coupling also shifts the mean cosines slightly, which changes $G/G_0$ by a similar amount, so its whole effect is about $6\times10^{-4}$. The patch size is an assumption. A larger patch turning as a unit would have a larger $k$.

## 2. Magnetoresistance, a worked junction and the limits of the model

The symbols taken over are these. $P_i$ is the polarization of electrode $i$ along its local exchange axis, and $m_i$ is the mean cosine of that axis, equal to the relative interface magnetization. $G_0$ is the conductance without the spin-dependent term. For static, independent, axially symmetric fluctuations and an angle $\Theta$ between the mean axes, $\langle G\rangle=G_0(1+P_1P_2m_1m_2\cos\Theta)$. Write $\delta_i=1-m_i$ for the magnetization loss.

### Corollary: why the magnetoresistance falls so fast

*Let $x=P_1P_2m_1m_2$ with $0<P_1P_2<1$. Then*

$$\mathrm{TMR}=\frac{2x}{1-x},\qquad 1-\frac{\mathrm{TMR}(T)}{\mathrm{TMR}(0)}=\frac{1-m_1m_2}{1-P_1P_2m_1m_2}. \tag{4}$$

*Proof.* Setting $\Theta=0$ and $\Theta=180^\circ$ gives $G_P=G_0(1+x)$ and $G_{AP}=G_0(1-x)$. Their difference is $2G_0x$, and division by $G_{AP}$ gives the first formula. At $T=0$, $x$ becomes $P_1P_2$, so

$$\frac{\mathrm{TMR}(T)}{\mathrm{TMR}(0)}=\frac{m_1m_2(1-P_1P_2)}{1-P_1P_2m_1m_2}.$$

Subtract this from one. The numerator becomes $1-P_1P_2m_1m_2-m_1m_2+P_1P_2m_1m_2=1-m_1m_2$. $\square$

For small losses $1-m_1m_2\simeq\delta_1+\delta_2$, and the denominator tends to $1-P_1P_2$. To leading order the relative loss of TMR is

$$\frac{\delta_1+\delta_2}{1-P_1P_2}. \tag{5}$$

Two effects add up here. The losses of both interfaces enter, and their sum is divided by $1-P_1P_2$. The division arises because the reference conductance $G_{AP}$ is small when the polarizations are high, and it grows as the axes tilt.

For static, independent and axially symmetric fluctuations, each polarization is reduced by the factor $m_i$, and the relative loss of TMR combines the losses of both interfaces and is enlarged by the small antiparallel conductance. What remains is to work through a junction in numbers and to examine where the model's assumptions fail, above all the neglect of energy exchange with magnons.

Numerical values quoted here were computed with a short program.
